Why an etch-depth error makes neighbouring phase-shifted spaces differ through focus

**Question.** An alternating phase-shift mask has equal clear spaces, every second one etched into the quartz so that its light arrives half a cycle out of step. Suppose the etch is a few nanometres too deep. At best focus neighbouring spaces still print with equal width, but on one side of focus the etched spaces print wider, and on the other side narrower. Why does a pure phase error stay hidden at focus, and why does the difference grow linearly with defocus?

**The mechanism**

With a perfect etch, the two kinds of space send equal and opposite amplitudes into the undiffracted beam, and the zeroth order vanishes. If the grating is fine enough that the lens passes no higher orders, the image is then formed by the two first orders alone. Their field is positive in one space and negative in the next, with equal intensities.

A phase error spoils the cancellation and leaves a weak, uniform zeroth-order field. Added to a field that alternates in sign, a uniform field should strengthen one space and weaken its neighbour. At best focus it does not, because it is a quarter cycle out of step with the first orders. Fields in quadrature add by their squares, so the sign of the alternating field does not matter. Defocus shifts the phase of the inclined first orders relative to the zeroth and so destroys the quadrature. The part of the zeroth order that comes into step is proportional to the sine of this phase shift, hence to defocus while the shift is small.

**The diffraction orders**

Let the spaces have width w and be centred at x = 0 (unetched) and x = P/2 (etched), in a full period P that contains both. These lengths are at wafer scale. The mask is treated as thin, the field as scalar, and the lens as ideal. The time factor is exp(−iωt), so a longer optical path means a more positive phase.

Etching to a depth d replaces quartz of index n_q by air and removes the phase 2π(n_q−1)d/λ. With d = λ/[2(n_q−1)] + Δ, where Δ is the excess depth, the etched space transmits

exp[−i(π+δ)] = −exp(−iδ),  δ = 2π(n_q−1)Δ/λ.

The amplitude of order n is the Fourier coefficient of the transmission. The unetched space contributes

(1/P) ∫ exp(−2πinx/P) dx = sin(πnw/P)/(πn), taken from −w/2 to w/2.

The etched space contributes the same, times exp(−iπn) = (−1)ⁿ for its displacement by P/2, times −exp(−iδ). With S = sin(πw/P)/(πw/P),

c₀ = (w/P)(1 − e^{−iδ}),
c₁ = c₋₁ = (w/P) S (1 + e^{−iδ}).

Taking out a factor e^{−iδ/2} gives

1 − e^{−iδ} = e^{−iδ/2}(e^{iδ/2} − e^{−iδ/2}) = 2i sin(δ/2) e^{−iδ/2},
1 + e^{−iδ} = 2 cos(δ/2) e^{−iδ/2},

and therefore

c₀/c₁ = i tan(δ/2)/S.

The ratio is purely imaginary for any δ between 0 and π, not just a small one. The reason is geometric: the sum and the difference of two phasors of equal length are the diagonals of a rhombus, which are perpendicular. Quadrature thus rests on the two spaces transmitting equal amplitudes.

**Defocus**

Take coherent illumination along the axis, and a numerical aperture NA with λ/P < NA < 2λ/P, so that orders 0 and ±1 alone pass. The first orders travel at an angle θ with sin θ = λ/P. Over a distance z beyond best focus, away from the lens, the zeroth order gains the phase 2πz/λ and the first orders gain (2πz/λ)cos θ. The first orders thus gain less phase than the zeroth, by κz; with this time factor their crests arrive earlier, not later. Here

κ = (2π/λ)[1 − √(1 − (λ/P)²)].

For small angles κ ≈ πλ/P². Dropping phases common to all orders, define

A₀ = 2(w/P) sin(δ/2),  A₁ = 2(w/P) S cos(δ/2),  B(x) = 2A₁ cos(2πx/P).

The field is iA₀ + B e^{−iκz}. Its intensity, in units of that of an open unetched mask, is

I = A₀² + B² + 2 Re[(−iA₀) B e^{−iκz}].

Since −i(cos κz − i sin κz) = −sin κz − i cos κz, the last term is −2A₀B sin κz. Writing A₀² = A₀² sin² κz + A₀² cos² κz completes the square:

I = (B − A₀ sin κz)² + A₀² cos² κz.

The second term is the part of the zeroth order still in quadrature; it adds equally everywhere. The first term contains the part that has come into step, which adds to one sign of B and subtracts from the other. At z = 0 this part is absent and I = A₀² + B², the same in both spaces.

At the centres B = +2A₁ (unetched) and B = −2A₁ (etched). Subtracting the two intensities leaves the cross terms:

I_u − I_e = −8A₀A₁ sin κz.

With 2 sin(δ/2)cos(δ/2) = sin δ, the product is A₀A₁ = 2(w/P)² S sin δ, so

I_u − I_e = −16(w/P)² S sin δ sin κz.

This is linear in defocus for κz ≪ 1 and is largest at κz = π/2, where the zeroth order is fully in step; beyond that it falls again and vanishes at κz = π. Reversing either the depth error or the defocus exchanges the two spaces.

**From intensity to printed width**

Let the resist clear where I exceeds a threshold T, and let R = √(T − A₀² cos² κz). At an edge (B − A₀ sin κz)² = R². In the unetched space B is positive, so B = R + A₀ sin κz. In the etched space B is negative, so −B = R − A₀ sin κz. Measuring each edge from the centre of its own space gives the widths

W_u = (P/π) arccos[(R + A₀ sin κz)/(2A₁)],
W_e = (P/π) arccos[(R − A₀ sin κz)/(2A₁)].

Choose the dose so that a perfect mask in focus prints the width w. To leading order in δ this means R/(2A₁) = cos(πw/P). The shift of the argument is A₀ sin κz/(2A₁) = tan(δ/2) sin κz/(2S) ≈ δκz/(4S). The derivative of arccos c is −1/√(1−c²), here −1/sin(πw/P), and the two shifts are opposite, so

W_u − W_e ≈ −(P/π) · 2 · δκz / [4S sin(πw/P)].

Inserting S = P sin(πw/P)/(πw) gives

W_u − W_e ≈ −wδκz / [2 sin²(πw/P)].

**What happens without quadrature**

Let the etched space transmit the amplitude ρ relative to the unetched one. Then c₀ = (w/P)(1 − ρe^{−iδ}) and c₁ = (w/P)S(1 + ρe^{−iδ}). The centre fields are c₀ ± 2c₁e^{−iκz}, so the difference of their intensities is 8 Re(c₀* c₁ e^{−iκz}). The product needed is

(1 − ρe^{iδ})(1 + ρe^{−iδ}) = 1 − ρ² − 2iρ sin δ,

which gives

I_u − I_e = 8(w/P)² S [(1−ρ²) cos κz − 2ρ sin δ sin κz].

A transmission error produces an in-phase zeroth order, and with it a difference that is present at focus and even in z. A phase error produces the odd part. With both, the spaces balance at a displaced focus given by tan κz = (1−ρ²)/(2ρ sin δ).

**The number**

Take λ = 193 nm, NA = 0.75, w = 100 nm and P = 380 nm, so that spaces repeat every 190 nm. With n_q = 1.56 the half-cycle etch is 172.3 nm deep. An excess of 4.0 nm gives

δ = 2π × 0.56 × 4.0/193 = 0.0729 rad = 4.18°.

The first orders have sin θ = 193/380 = 0.508, inside the pupil; the second would need 1.016 and fall outside it. The other constants are S = 0.890 and κ = 0.00451 rad/nm. The zeroth order has A₀/A₁ = 0.041. Its own intensity, A₀² = 0.00037, is negligible beside the peak of 0.877, but its interference with the first orders is not.

Since sin(πw/P) = 0.736, the linear law gives

(W_u − W_e)/z ≈ −100 × 0.0729 × 0.00451/(2 × 0.541) = −0.0304 nm per nm of defocus.

At z = 50 nm this predicts −1.52 nm, and the full image gives −1.51 nm. At 150 nm it predicts −4.56 nm, while the full image gives 97.83 nm for the unetched and 102.05 nm for the etched space, a difference of −4.22 nm. The shortfall is the curvature of the sine: κz = 0.677 but sin κz = 0.626. At focus both widths are 99.98 nm; the common loss of 0.02 nm is of order δ².

As a control, a mask with no phase error but with a transmission error that makes |c₀/c₁| the same has a centre difference of 0.067 at focus, where the phase error gives none. The phase of the zeroth order, not its size, hides the error.

**Beside a real exposure**

These are round values in the regime of dry 193 nm lithography, and the depth error is an assumed one. The effects below were added one at a time, with assumed rough magnitudes. Except for flare, the dose was reset each time so that a perfect mask prints to size.

- A source filling 0.3 of the pupil radius changes the difference at z = 150 nm from −4.22 to about −5.1 nm.
- The radiometric factor of a fourfold reduction lens gives −3.94 nm, and unpolarized light in a resist of index 1.7 gives −4.53 nm if reflection at the resist surface is neglected.
- Acid diffusion of 10 nm rms gives −4.40 nm, and focus blur of 50 nm rms gives −4.12 nm.
- Flare, taken as a uniform background of 2 % of the open-mask intensity added at unchanged dose, widens the spaces to 100.65 and 104.79 nm, a difference of −4.14 nm.
- At the bottom of a 150 nm resist film the difference is −5.87 nm, because the phase difference between the orders grows further inside the film. For the same reason the spaces balance there at z = −84 nm, with z taken at the top of the film, and differ by −2.5 nm at z = 0.

The finite source leaves the balance at focus intact. Apart from a common phase, even orders of this mask are imaginary and odd orders real. Complex conjugation of the field followed by a shift of P/2 therefore turns the image at −z into the mirrored image at +z, for each source point separately. This requires a lens without aberrations. Odd ones such as coma still leave the widths equal at focus if the source is symmetric, but even ones in general do not: lengthening the optical path of the first orders by 0.010 wave moves the balance to z = 13.9 nm.

The assumption of a thin mask also matters. In a real etched trench the sidewalls scatter light, and the trench transmits less than its neighbour. A 2 % intensity deficit moves the balance to 30.5 nm and leaves a width difference of 0.94 nm at focus. An etched space that acts as if it were 5 nm narrower moves the balance to 136 nm and leaves 4.80 nm at focus, more than the phase error causes at 150 nm of defocus. The trench can be compensated, for example by widening it. The 2 % and 5 nm are assumed values, and they are small beside an uncompensated trench. The size of the effect requires a rigorous electromagnetic calculation of the mask. Take this grating with vertical walls, 400 nm openings at mask scale and 100 nm of chromium (index 0.84 + 1.65i), etched to the nominal depth. A coupled-wave calculation gives an in-phase ratio c₀/c₁ of about 0.13 and a width difference of 21 to 22 nm at focus, with the dose set for a mean width of 100 nm. The balance at focus described here is therefore seen only once the trench has been compensated. In the same calculation the effective phase at the nominal depth misses 180° by a degree or two, while 4 nm of extra depth adds about 4.25°, close to the thin-mask value.

The two faults can be told apart by their behaviour through focus. In this model, a difference that is even about best focus signals unequal transmission or unequal width of the spaces, and one that changes sign there signals a phase error. On a real mask this is an error of the effective phase, which need not be an error of the etch depth. On a real wafer, even aberrations and the thickness of the resist displace the sign change, so a difference at nominal focus does not by itself prove unequal transmission or width. For this grating, dose and 150 nm of defocus, the phase error costs about 1 nm of width difference per degree. The values through focus are in the numerical output.

Values computed for the example and the checks

```
wavelength 193 nm, NA 0.75, quartz index 1.56
period P 380 nm, space w 100 nm, pitch 190 nm
etch depth for 180 deg: 172.3 nm
depth error 4.0 nm, phase error 4.18 deg = 0.0729 rad
direction sine of first order 0.5079, of second 1.0158
w/P 0.2632, S 0.8899, kappa 0.004512 rad/nm
A0 0.01919, A1 0.46807, A0/A1 0.04099, A0^2 0.000368
phase of zeroth against first order 90.000 deg
slope of centre difference at focus -3.2412e-04 per nm
in-phase control: centre difference at focus 0.0670
threshold intensity 0.4025
z (nm): I_unetched, I_etched; W_unetched, W_etched, difference, linear (nm)
 -150: 0.8992, 0.8542; 102.05, 97.83, 4.22, 4.56
 -100: 0.8924, 0.8610; 101.43, 98.49, 2.94, 3.04
  -50: 0.8847, 0.8687; 100.73, 99.22, 1.51, 1.52
    0: 0.8767, 0.8767; 99.98, 99.98, -0.00, 0.00
   50: 0.8687, 0.8847; 99.22, 100.73, -1.51, -1.52
  100: 0.8610, 0.8924; 98.49, 101.43, -2.94, -3.04
  150: 0.8542, 0.8992; 97.83, 102.05, -4.22, -4.56
linear law: width difference -0.03039 nm per nm defocus
kappa*z at 150 nm: 0.6767 rad, sine 0.6262
Neglected effects: width difference at z = 150 nm
model as it stands: -4.22 nm
source size sigma 0.3: -5.10 nm
radiometric factor, 4x reduction: -3.94 nm
unpolarized light, resist index 1.7: -4.53 nm
bottom of 150 nm resist film: -5.87 nm
acid diffusion 10 nm rms: -4.40 nm
focus blur 50 nm rms: -4.12 nm
flare 2 % at unchanged dose: widths 100.65, 104.79 nm, difference -4.14 nm
Neglected effects: defocus at which the spaces balance
first orders advanced by 0.010 wave: 13.9 nm
etched space 2 % less intensity: 30.5 nm, width difference at focus 0.94 nm
etched space 5 nm narrower: 136.0 nm, width difference at focus 4.80 nm
```
